**Spin-current polarization of a cycloid and a proper screw**

The program evaluates the bond dipole p = p0 e × (S_j × S_{j+1}) on a chain along x, where e is the chain direction, p0 the dipole coefficient, φ the turn angle per site and χ = ±1 the sense of rotation. It asserts that, for random turn angles and starting phases, every cycloid bond carries −χ p0 sin φ along z and every screw bond carries zero. It also asserts the general result for tilted elliptical spirals and the telescoping dipoles of a canted screw. Averaging a random bilinear coupling over the symmetry group of the bond reproduces the spin-current form; without mirrors, a screw becomes polar along the chain. Linear formulas for anisotropy bunching and for the field-induced change of turn angle are compared with numerical energy minimization. For rough parameters in the regime of TbMnO3, the output gives a cycloid polarization of 0.0635 µC/cm², with opposite signs for the two senses, and zero for the screw. This magnitude follows from the chosen p0 and is not a prediction. The output also sizes ellipticity, thermal loss of moment, bunching and the effects of a poling field.

## Numerical check

```python
"""Spin-current polarization of spirals on a chain along x.
Result under test: with bond dipole p = p0 e x (S_j x S_{j+1}),
  cycloid (spins in the xz plane): p = -chi p0 sin(phi) z on every bond,
  proper screw (spins in the yz plane): p = 0 on every bond.
e: unit vector along the chain; phi: turn angle per site; chi = +1 or -1:
sense of rotation; p0: dipole coefficient; v: volume per spin; P = <p>/v.
Also tested: the symmetry origin of the formula, elliptical and tilted
spirals, the longitudinal cone, anisotropy bunching, and the field response.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, minimize, minimize_scalar

rng = np.random.default_rng(7)
X, Y, Z = np.eye(3)


def spiral(u, w, phi, chi, count, start=0.0, m1=1.0, m2=1.0):
    theta = chi * phi * np.arange(count) + start
    return m1 * np.outer(np.cos(theta), u) + m2 * np.outer(np.sin(theta), w)


def bond_dipoles(spins):
    """Dipoles in units of p0, straight from the definition."""
    return np.cross(X, np.cross(spins[:-1], spins[1:]))


def show(vector, digits=4):
    return "(" + ", ".join(f"{round(c, digits) + 0.0:.{digits}f}"
                           for c in vector) + ")"


# --- symmetry: average a random bilinear coupling over a bond group ---
def symmetrize(tensor, with_mirrors):
    quarter = np.array([[1., 0, 0], [0, 0, -1], [0, 1, 0]])
    mirror = np.diag([1., -1, 1])
    total, count = np.zeros((3, 3, 3)), 0
    for k in range(4):
        for use_mirror in ((0, 1) if with_mirrors else (0,)):
            for sign in (1, -1):
                R = sign * np.linalg.matrix_power(quarter, k)
                if use_mirror:
                    R = R @ mirror
                # spins are axial: the two determinant signs cancel
                image = np.einsum('ai,bj,ck,ijk->abc', R, R, R, tensor)
                if sign < 0:      # inversion exchanges the two sites
                    image = image.transpose(0, 2, 1)
                total += image
                count += 1
    return total / count


random_tensor = rng.normal(size=(3, 3, 3))
spin_current = np.zeros((3, 3, 3))
for b in range(3):
    for c in range(3):
        spin_current[:, b, c] = np.cross(X, np.cross(np.eye(3)[b],
                                                     np.eye(3)[c]))
full = symmetrize(random_tensor, True)
weight = np.sum(full * spin_current) / np.sum(spin_current**2)
symmetry_residual = np.abs(full - weight * spin_current).max()
assert abs(weight) > 1e-3 and symmetry_residual < 1e-12

# without mirrors a proper screw may be polar along the chain
low = symmetrize(random_tensor, False)
screw_low = []
for chi in (1, -1):
    s = spiral(Y, Z, 0.9, chi, 12, 0.3)
    screw_low.append(np.einsum('abc,jb,jc->ja', low, s[:-1], s[1:]))
assert np.abs(screw_low[0][:, 0]).min() > 1e-3
assert np.allclose(screw_low[0], screw_low[0][0], atol=1e-12)
assert np.allclose(screw_low[0], -screw_low[1], atol=1e-12)
assert np.abs(screw_low[0][:, 1:]).max() < 1e-12

# --- cycloid, screw, and general elliptical tilted spirals ---
for _ in range(50):
    phi_t, start = rng.uniform(0.05, 3.1), rng.uniform(0, 6.28)
    m1, m2 = rng.uniform(0.2, 1.0, 2)
    frame = np.linalg.qr(rng.normal(size=(3, 3)))[0]
    u, w = frame[:, 0], frame[:, 1]
    for chi in (1, -1):
        cyc = bond_dipoles(spiral(X, Z, phi_t, chi, 40, start))
        scr = bond_dipoles(spiral(Y, Z, phi_t, chi, 40, start))
        gen = bond_dipoles(spiral(u, w, phi_t, chi, 40, start, m1, m2))
        assert np.allclose(cyc, -chi * np.sin(phi_t) * Z, atol=1e-12)
        assert np.abs(scr).max() < 1e-12
        predicted = chi * m1 * m2 * np.sin(phi_t) * np.cross(X, np.cross(u, w))
        assert np.allclose(gen, predicted, atol=1e-12)

# --- worked example: rough round inputs, TbMnO3 regime ---
spacing, volume = 0.29, 0.058          # nm, nm^3
phi = np.deg2rad(50.0)
p0 = 3.0e-4                            # e nm
sites = 36                             # 36 sites hold 5 full turns
to_uC_cm2 = const.e * 1e18 * 100       # from e/nm^2
print(f"spacing a = {spacing:.2f} nm, volume per spin v = {volume:.3f} nm^3")
print(f"turn angle phi = {np.rad2deg(phi):.1f} deg, sin(phi) = {np.sin(phi):.4f}")
print(f"spiral period = {2 * np.pi / phi * spacing:.3f} nm")
print(f"dipole coefficient p0 = {p0:.2e} e nm")
print(f"symmetry test: largest residual = {symmetry_residual:.1e}")
P_value = {}
for name, u in (("cycloid", X), ("screw", Y)):
    for chi in (1, -1):
        s = spiral(u, Z, phi, chi, sites + 1)
        d = bond_dipoles(s)
        P = p0 * d.mean(axis=0) / volume * to_uC_cm2
        P_value[name, chi] = P
        print(f"{name}, chi = {chi:+d}: S_0 x S_1 = {show(np.cross(s[0], s[1]))}")
        print(f"  bond dipole / p0 = {show(d[0])}, "
              f"spread over bonds = {np.ptp(d, axis=0).max():.0e}")
        print(f"  P = {show(P, 5)} uC/cm2")
P_size = np.linalg.norm(P_value["cycloid", 1])
print(f"cycloid |P| = {P_size:.4f} uC/cm2 = {P_size * 1e4:.0f} uC/m2")
print(f"cycloid bond dipole size = {p0 * np.sin(phi):.3e} e nm")
print(f"upper limit at phi = 90 deg: {p0 / volume * to_uC_cm2:.4f} uC/cm2")

# longitudinal cone: screw canted by 10 deg towards the chain
cant = np.deg2rad(10.0)
cone = np.cos(cant) * spiral(Y, Z, phi, 1, sites + 1) + np.sin(cant) * X
cone_d = bond_dipoles(cone)
telescoping = -np.sin(cant) * np.diff(cone * (Y + Z), axis=0)
assert np.allclose(cone_d, telescoping, atol=1e-12)
assert np.abs(cone_d.mean(axis=0)).max() < 1e-12
assert np.linalg.norm(cone_d[0]) > 0.01
print(f"screw canted by {np.rad2deg(cant):.0f} deg: local dipole / p0 = "
      f"{np.linalg.norm(cone_d[0]):.4f}, mean = "
      f"{np.linalg.norm(cone_d.mean(axis=0)):.0e}")

# --- neglected effect: ellipticity ---
ratio = 0.7
ell = bond_dipoles(spiral(X, Z, phi, 1, sites + 1, m2=ratio))
P_ell = np.linalg.norm(ell.mean(axis=0)) * p0 / volume * to_uC_cm2
print(f"ellipse, amplitude ratio {ratio:.1f}: |P| = {P_ell:.4f} uC/cm2")

# --- neglected effect: temperature, mean field ---
spin, T_use, T_order = 2, 15.0, 40.0   # spin quantum number, K, K
levels = np.arange(-spin, spin + 1)


def thermal_moment(m, t):
    boltz = np.exp(3 * m / ((spin + 1) * t) * levels)
    return np.sum(levels * boltz) / np.sum(boltz) / spin


moment = brentq(lambda m: thermal_moment(m, T_use / T_order) - m, 0.05, 1.0)
print(f"mean field, spin {spin}, T = {T_use:.0f} K, ordering at {T_order:.0f} K: "
      f"moment = {moment:.4f}")
print(f"  thermal factor on P (moment squared) = {moment**2:.4f}")

# --- neglected effect: bunching by easy-axis anisotropy ---
J1 = -2.0                              # meV, ferromagnetic neighbours
J2 = -J1 / (4 * np.cos(phi))           # meV, sets the turn angle
D_easy = 0.3                           # meV, easy axis along the chain
theta_ideal = phi * np.arange(sites)


def relaxed_deviation(D):
    def energy_and_gradient(dev):
        th = theta_ideal + dev
        energy = -D * np.sum(np.cos(th)**2)
        grad = D * np.sin(2 * th)
        for n, J in ((1, J1), (2, J2)):
            diff = np.roll(th, -n) - th
            energy += J * np.sum(np.cos(diff))
            grad += J * (np.sin(diff) - np.roll(np.sin(diff), n))
        return energy, grad
    sol = minimize(energy_and_gradient, np.zeros(sites), jac=True,
                   method='BFGS', options={'gtol': 1e-8, 'maxiter': 2000})
    assert np.abs(energy_and_gradient(sol.x)[1]).max() < 1e-5
    return sol.x


def linear_bunching(D):
    stiffness = sum(-J * np.cos(n * phi) * (1 - np.cos(2 * n * phi))
                    for n, J in ((1, J1), (2, J2)))
    return -D / (2 * stiffness)


def relative_dipoles(dev):
    th = theta_ideal + dev
    s = np.outer(np.cos(th), X) + np.outer(np.sin(th), Z)
    closed = np.vstack([s, s[:1]])
    return -bond_dipoles(closed)[:, 2] / np.sin(phi)


D_small = 0.03
dev_small = relaxed_deviation(D_small)
amplitude = 2 / sites * np.sum(dev_small * np.sin(2 * theta_ideal))
eps_small = linear_bunching(D_small)
assert abs(amplitude / eps_small - 1) < 1e-2     # second order in D left out
ripple_small = np.sqrt(2) * np.std(relative_dipoles(dev_small))
assert abs(ripple_small / (2 * np.cos(phi) * abs(eps_small)) - 1) < 1e-2
bunched = relative_dipoles(relaxed_deviation(D_easy))
print(f"J1 = {J1:.1f} meV, J2 = {J2:.4f} meV, anisotropy D = {D_easy:.1f} meV")
print(f"bunching amplitude, linear response = {linear_bunching(D_easy):.4f} rad")
print(f"  linear ripple of bond dipoles = "
      f"{200 * np.cos(phi) * abs(linear_bunching(D_easy)):.1f} %")
print(f"  relaxed ring, dipole / uniform value: min {bunched.min():.4f}, "
      f"max {bunched.max():.4f}, mean {bunched.mean():.4f}")

# --- poling field: splitting, dielectric background, change of pitch ---
field_MV_cm = 0.01
field = field_MV_cm * 0.1              # V/nm
eps_r = 25.0
background = const.epsilon_0 * (eps_r - 1) * field * 1e9 * 100
splitting = 2 * p0 * np.sin(phi) * field * 1e3       # meV per spin
kT = const.k * T_use / const.e * 1e3                 # meV


def spiral_energy(angle, E):
    return (J1 * np.cos(angle) + J2 * np.cos(2 * angle)
            - 1e3 * p0 * E * np.sin(angle))


curvature = -J1 * np.cos(phi) - 4 * J2 * np.cos(2 * phi)
shift = 1e3 * p0 * field * np.cos(phi) / curvature
strong = minimize_scalar(spiral_energy, args=(10 * field,), method='bounded',
                         bounds=(phi - 0.1, phi + 0.1),
                         options={'xatol': 1e-10})
assert abs((strong.x - phi) / (10 * shift) - 1) < 1e-2
print(f"poling field = {field_MV_cm:.2f} MV/cm, relative permittivity = {eps_r:.0f}")
print(f"  splitting of the two senses = {splitting:.3e} meV per spin")
print(f"  k_B T at {T_use:.0f} K = {kT:.3f} meV")
print(f"  spins reversing together for splitting = k_B T: {kT / splitting:.0f}")
print(f"  dielectric background = {background:.4f} uC/cm2 "
      f"= {100 * background / P_size:.0f} % of cycloid |P|")
print(f"  change of turn angle = {shift:.2e} rad, relative change of P = "
      f"{shift / np.tan(phi):.1e}")
print("all tests passed")
```

It prints:

```
spacing a = 0.29 nm, volume per spin v = 0.058 nm^3
turn angle phi = 50.0 deg, sin(phi) = 0.7660
spiral period = 2.088 nm
dipole coefficient p0 = 3.00e-04 e nm
symmetry test: largest residual = 5.6e-17
cycloid, chi = +1: S_0 x S_1 = (0.0000, -0.7660, 0.0000)
  bond dipole / p0 = (0.0000, 0.0000, -0.7660), spread over bonds = 2e-15
  P = (0.00000, 0.00000, -0.06348) uC/cm2
cycloid, chi = -1: S_0 x S_1 = (0.0000, 0.7660, 0.0000)
  bond dipole / p0 = (0.0000, 0.0000, 0.7660), spread over bonds = 2e-15
  P = (0.00000, 0.00000, 0.06348) uC/cm2
screw, chi = +1: S_0 x S_1 = (0.7660, 0.0000, 0.0000)
  bond dipole / p0 = (0.0000, 0.0000, 0.0000), spread over bonds = 0e+00
  P = (0.00000, 0.00000, 0.00000) uC/cm2
screw, chi = -1: S_0 x S_1 = (-0.7660, 0.0000, 0.0000)
  bond dipole / p0 = (0.0000, 0.0000, 0.0000), spread over bonds = 0e+00
  P = (0.00000, 0.00000, 0.00000) uC/cm2
cycloid |P| = 0.0635 uC/cm2 = 635 uC/m2
cycloid bond dipole size = 2.298e-04 e nm
upper limit at phi = 90 deg: 0.0829 uC/cm2
screw canted by 10 deg: local dipole / p0 = 0.1445, mean = 8e-18
ellipse, amplitude ratio 0.7: |P| = 0.0444 uC/cm2
mean field, spin 2, T = 15 K, ordering at 40 K: moment = 0.9579
  thermal factor on P (moment squared) = 0.9175
J1 = -2.0 meV, J2 = 0.7779 meV, anisotropy D = 0.3 meV
bunching amplitude, linear response = -0.0847 rad
  linear ripple of bond dipoles = 10.9 %
  relaxed ring, dipole / uniform value: min 0.8955, max 1.1120, mean 0.9956
poling field = 0.01 MV/cm, relative permittivity = 25
  splitting of the two senses = 4.596e-04 meV per spin
  k_B T at 15 K = 1.293 meV
  spins reversing together for splitting = k_B T: 2812
  dielectric background = 0.0213 uC/cm2 = 33 % of cycloid |P|
  change of turn angle = 1.06e-04 rad, relative change of P = 8.9e-05
all tests passed
```
